Fowler-Nordheim prefactor at zero temperature: two derivations and the mass ratio

**Definitions and conventions**

A metal emitter fills x < 0 and an oxide begins at x = 0. The elementary charge is q > 0, and F > 0 is the magnitude of the uniform oxide field, directed so that electrons are pulled towards positive x. J is the magnitude of the current density. Planck's constant is h = 2πħ.

The emitter is a free-electron metal with isotropic mass m_e. Energy E is measured from its band bottom, and at zero temperature states are filled up to E_F. The oxide conduction band starts at height φ above the Fermi level, so at depth x its edge lies at E_F + φ − qFx. Motion along x in the oxide has mass m_x, and motion parallel to the interface has mass m_t.

The interface is smooth, so the parallel wavevector k∥ is conserved together with E. The oxide voltage exceeds φ/q by enough that every electron that matters meets a triangular barrier, and the receiving states are empty at those energies. The transmission probability is taken in the WKB form T = exp(−g), with unit factor in front.

The result to be derived is

J = A F² exp(−B/F)

A = (q³/(8πhφ)) (m_t/m_x),  B = 4√(2m_x) φ^(3/2)/(3ħq).

The familiar emitter-to-oxide ratio m_e/m_x appears when m_t = m_e. It is thus a conditional result: if the oxide mass is isotropic, m_t = m_x and the ratio becomes 1.

**What both derivations share**

With two spin states per wavevector, the current is

J = (2q/(2π)³) ∫ d³k v_x T,  v_x = ħk_x/m_e > 0.

Inside the barrier the x part of the kinetic energy is −ħ²κ²/(2m_x), where κ is the decay constant. Energy conservation reads

E = E_F + φ − qFx + ħ²k∥²/(2m_t) − ħ²κ²/(2m_x).

Define the depth below the Fermi level, η = E_F − E, and the transverse energy in the oxide, τ = ħ²k∥²/(2m_t). Then

ħ²κ²/(2m_x) = H − qFx,  H = φ + η + τ.

H is the barrier height that the electron meets at the interface. Transverse motion raises it, because that energy does not help the electron forward. The barrier ends at x = H/(qF). With u = H − qFx and dx = −du/(qF),

g(H) = 2 ∫ κ dx = (2√(2m_x)/(ħqF)) ∫₀^H √u du = 4√(2m_x) H^(3/2)/(3ħqF).

At the Fermi level with k∥ = 0 this is b = g(φ) = B/F. The slope there defines an energy window d:

1/d = g′(φ) = 3b/(2φ) = 2√(2m_xφ)/(ħqF).

Raising the barrier by d lowers the transmission by about a factor e. The regime is b ≫ 1, which means d ≪ φ.

**First derivation: supply sorted by normal energy**

Set m_t = m_e. The emitter's normal energy is W = ħ²k_x²/(2m_e), and E = W + ħ²k∥²/(2m_e). The transverse terms in H cancel:

H = φ + E_F − E + ħ²k∥²/(2m_e) = φ + E_F − W.

All electrons with the same W now have the same transmission, so they can be counted first. Occupied states at fixed W satisfy ħ²k∥²/(2m_e) ≤ E_F − W. They fill a disc of area 2πm_e(E_F − W)/ħ² in the plane of k∥. Since v_x dk_x = dW/ħ, the current becomes, with ε = E_F − W,

J = (q/(4π³ħ)) (2πm_e/ħ²) ∫₀^(E_F) ε T dε

 = C_e ∫₀^(E_F) ε exp[−g(φ+ε)] dε,  C_e = q m_e/(2π²ħ³).

The factor ε is the supply. It vanishes at W = E_F, where the disc shrinks to a point, while the transmission is largest there. The current comes from the compromise between the two.

To leading order in 1/b, replace g(φ+ε) by b + ε/d. If also E_F ≫ d, the upper limit may be moved to infinity. One integration by parts gives

∫₀^∞ ε e^(−ε/d) dε = d ∫₀^∞ e^(−ε/d) dε = d².

Hence J = C_e d² e^(−b). The definition of d gives d² = ħ²q²F²/(8m_xφ), so

C_e d² = (q m_e/(2π²ħ³)) (ħ²q²F²/(8m_xφ))

 = q³ m_e F²/(16π²ħ m_xφ)

 = (q³F²/(8πhφ)) (m_e/m_x).

The last line uses 2πħ = h. The emitter mass comes from the area of the disc, and the oxide mass from the square of the window.

The error can be bounded. Let u = ε/φ, so that g(φ+ε) = b(1+u)^(3/2). This function is convex and its third derivative is negative, so for u ≥ 0

1 + 3u/2 ≤ (1+u)^(3/2) ≤ 1 + 3u/2 + 3u²/8.

The left inequality shows that the linear exponent overestimates the current. For the right one, put s = ε/d. Since d = 2φ/(3b), u = 2s/(3b), and the quadratic term in the exponent is 3bu²/8 = s²/(6b). With e^(−y) ≥ 1 − y, the ratio R of the integral over an unbounded band to the formula obeys

R ≥ ∫₀^∞ s e^(−s) [1 − s²/(6b)] ds = 1 − 3!/(6b) = 1 − 1/b.

So 1 − 1/b ≤ R ≤ 1. The finite band removes at most the tail of the linearized integral beyond E_F, which relative to the formula is (1 + E_F/d) e^(−E_F/d).

The opposite limit shows what the broad band contributes. With the linear exponent but finite E_F,

∫₀^(E_F) ε e^(−ε/d) dε = d² [1 − (1 + E_F/d) e^(−E_F/d)].

For E_F ≪ d the right side tends to E_F²/2, and J tends to C_e E_F² e^(−b)/2. The factors F², 1/φ and 1/m_x have all gone: the whole filled band now lies inside the window, so the field no longer selects how much of it takes part.

**Second derivation: response to the barrier height**

Now let m_t be arbitrary, and sort electrons by total energy and k∥. At fixed k∥, v_x dk_x = dE/ħ. The transverse area element is d²k∥ = π d(k∥²) = (2πm_t/ħ²) dτ. Therefore

J = C_t ∫ dη ∫ dτ T(φ + η + τ),  C_t = q m_t/(2π²ħ³).

The mass in C_t is m_t because τ is an energy of motion in the oxide. The emitter mass enters only through the limits: real emitter states require ħ²k∥²/(2m_e) ≤ E, or

η + (m_t/m_e) τ ≤ E_F.

If the emitter supplies every k∥ that matters, both integrals may run from 0 to ∞. A missing state has either η > E_F/2 or (m_t/m_e)τ > E_F/2. With the linear exponent as an upper estimate, the missing current relative to C_t d² e^(−b) is at most

exp[−E_F/(2d)] + exp[−m_e E_F/(2m_t d)].

The variables η and τ enter T through the sum φ + η + τ. A derivative with respect to φ is then also a derivative with respect to η or τ, and each one undoes an integral. With F and the masses fixed,

∂J/∂φ = −C_t ∫₀^∞ T(φ+η) dη,  ∂²J/∂φ² = C_t T(φ).

The prefactor follows by integrating the last equation back twice, with J and its slope vanishing for a high barrier. Let d(H) = 1/g′(H), which is proportional to H^(−1/2). Since T = −d T′, integration by parts gives

N(φ) = ∫_φ^∞ T dH = d(φ)T(φ) + ∫_φ^∞ d′(H) T dH.

Here d′ = −d/(2H). The last term is negative, and its size is at most d(φ)/(2φ) = 1/(3b) times N. To leading order, N = dT.

For the second integration, J/C_t = ∫_φ^∞ N dH. Its leading part is

M = ∫_φ^∞ d T dH = −∫_φ^∞ d² T′ dH = d²(φ)T(φ) + ∫_φ^∞ (d²)′ T dH.

Because d² is proportional to 1/H, (d²)′ = −d²/H. The correction is again negative and at most d(φ)/φ = 2/(3b) times M. Thus, to leading order,

J = C_t d² e^(−b) = (q³F²/(8πhφ)) (m_t/m_x) exp(−B/F),

by the same substitution for d² as before. This is the first result when m_t = m_e.

The two bounds can be combined. The first says J/C_t ≥ M/[1 + 1/(3b)], because the loss in N carries over to its integral. The second says M ≥ d²T/[1 + 2/(3b)]. For an unbounded supply,

1/[(1 + 1/(3b))(1 + 2/(3b))] ≤ R ≤ 1.

Expanding the left side gives 1 − 1/b + O(1/b²), in agreement with the first derivation.

In this picture one power of d counts the depth in total energy and the other counts the transverse energy. The current is carried by a small cap of states near E = E_F and k∥ = 0, and in the linear approximation the mean values of η and τ are each d.

**What each derivation assumes**

To reach the stated formula, both use conserved k∥, unit-prefactor WKB transmission, b ≫ 1 and an emitter much deeper than the window. They differ in how they treat the transverse motion and the exponent.

The first needs m_t = m_e, since otherwise W alone does not fix the transmission. In return its supply integral includes the band bottom, so before the upper limit is moved to infinity it also covers the shallow emitter. The second permits any m_t, but needs the emitter to hold the required parallel wavevectors. If m_t is much larger than m_e, this is the stricter demand.

The first replaces the exponent by a straight line. The second needs the window to change little when the barrier changes by d. It therefore carries over to other smooth barrier shapes as J ≈ C_t d² T, with 1/d = −∂ln T/∂φ, provided that T still depends only on the sum φ + η + τ. A parabolic oxide band ensures this; a two-band dispersion does not.

Neither derivation supplies the factor from matching waves at the interface. For a thick barrier, let the incident wave have amplitude a and wavevector k, and let the wave just inside decay as D e^(−κx), with κ its value at x = 0. Continuity of ψ and of ψ′/mass gives

D/a = 2/(1 + ir),  r = (κ/m_x)/(k/m_e).

The outgoing Airy solution carries the flux ħκ|D|²e^(−g)/m_x at leading order. Dividing by the incident flux ħk|a|²/m_e gives

T = [4r/(1 + r²)] e^(−g).

At the Fermi level with k∥ = 0, κ² = 2m_xφ/ħ² and k² = 2m_eE_F/ħ², so r² = m_eφ/(m_xE_F). This factor does not contain F, so F² survives at leading order. It does change the barrier scaling: φ^(−1) becomes φ^(−1/2) for r ≪ 1 and φ^(−3/2) for r ≫ 1, at fixed E_F and masses. The scaling 1/φ belongs to the unit-prefactor model.

**Example: a gold gate during erase**

In a charge-trap memory cell, the erase field can inject electrons from the gate through the blocking oxide, which opposes the removal of stored electrons. Take a gold gate on silicon dioxide with rough typical values φ = 4.1 eV, m_x = 0.42 m₀ and m_e = m₀, where m₀ is the free-electron mass. The field is 10 MV/cm and the oxide is 8 nm thick. First use m_t = m_e.

Gold is face-centred cubic, with four atoms in a cubic cell of side 0.408 nm. One free electron per atom gives a density n = 4/(0.408 nm)³ = 58.9 nm⁻³. Filling the Fermi sphere with two spins per wavevector gives k_F = (3π²n)^(1/3), so E_F = ħ²k_F²/(2m_e) = 5.52 eV. The oxide drops 8 V, more than the required 4.1 V. At the Fermi level the tunnelling distance is 4.1 nm.

The coefficients are A = 8.95 × 10⁻⁷ A/V² and B = 367.5 MV/cm. Then

b = 367.5/10 = 36.75

d = 2 × 4.1 eV/(3 × 36.75) = 0.0744 eV

AF² = 8.95 × 10⁻⁷ × (10⁷)² = 8.95 × 10⁷ A/cm²

J = 8.95 × 10⁷ × e^(−36.752) = 9.79 × 10⁻⁹ A/cm².

In SI units the last value is 9.79 × 10⁻⁵ A/m². The ratio E_F/d is about 74, so the band bottom has no visible effect.

A direct sum over the Fermi sphere, with the full WKB exponent, gives 9.54 × 10⁻⁹ A/cm². Its ratio to the formula is 0.9742. The lower bounds are 0.9728 from the first derivation and 0.9734 from the second.

The same sum gives local powers of the prefactor when one quantity is varied by 1 per cent either way and the others are fixed. They are 1.975 for F, −0.962 for φ and −0.988 for m_x. The correction 1 − 1/b explains the departures from 2, −1 and −1. Since b varies as F^(−1), φ^(3/2) and m_x^(1/2), it predicts shifts of −1/b, +3/(2b) and +1/(2b), or −0.027, +0.041 and +0.014. The remaining differences are between one and five times 1/b². When m_e and m_t are varied together at fixed E_F, the power of m_e is 1.000.

An erase pulse of 10 ms injects

9.54 × 10⁻⁹ A/cm² × 0.010 s = 9.5 × 10⁻⁵ µC/cm².

A stored density of 10¹³ electrons per cm² is 1.60 µC/cm². In this model gate injection is therefore negligible during one pulse.

**How far the example can be trusted**

The factors below multiply the Fermi-sphere current, with the other inputs fixed.

An isotropic oxide mass, m_t = m_x, gives 0.42 and lowers J to 4.0 × 10⁻⁹ A/cm². Silicon dioxide in devices is amorphous, with no preferred direction on average. If 0.42 m₀ is read as a true band mass and k∥ is conserved, this is the consistent choice, and the ratio m_e/m_x = 2.38 should not appear.

Wave matching gives 1.91. The thick-barrier expression gives nearly the same: r² = 2.381 × 4.1/5.52 = 1.77, so 4r/(1 + r²) = 1.92.

Temperature gives 1.24 at 300 K and 1.36 at 358 K. Thermal occupation adds electrons above the Fermi level, where the barrier is thinner.

The image force, with a relative permittivity of 2.15, lowers the barrier top by 0.82 eV. The Fermi-level exponent falls from 36.75 to 34.45, and the current rises by a factor 9.8.

The parabolic oxide band is a more delicate assumption. A simple two-band estimate replaces H − qFx = U in κ² by U(1 − U/E_g), where E_g is the gap and the transverse energy τ is counted inside U. With E_g = 9 eV and the same band-edge mass, the exponent falls to 31.22 and the current rises by a factor 472. The exponent alone accounts for e^(5.527) ≈ 251. The rest is mainly the wider window: for any such barrier 1/d = 2κ/(qF), with κ taken at U = φ, so d² grows by 1/(1 − 4.1/9) = 1.84, and 251 × 1.84 ≈ 460.

Counting τ inside U overstates the gain. With conserved k∥, τ enters outside the product: ħ²κ²/(2m_x) = U(1 − U/E_g) + τ, now with U = φ + η − qFx. The windows for η and τ then differ. Compared with the parabolic band, the first grows by a factor 1.36 and the second shrinks by a factor 0.91, so the current rises by about 251 × 1.36 × 0.91 ≈ 310 instead of 472.

In the simple estimate, image force and two-band dispersion together give a factor of about 1650, less than the product of their separate factors. The pulse charge becomes 0.16 µC/cm², about a tenth of the stored charge. With τ outside the product it is about 0.11 µC/cm², or 7 per cent. Both figures keep m_t = m_e. With the isotropic choice m_t = m_x they are multiplied by 0.42, and the last becomes about 0.046 µC/cm², or 3 per cent of the stored charge. In every case the injected charge rises from below 10⁻⁴ of the stored charge to a few per cent or more, so the earlier verdict of negligible injection is no longer safe. This is a measure of model sensitivity, not a better prediction: a mass fitted to currents with a parabolic triangular barrier already absorbs part of both effects.

Beside a real cell, the barrier, mass and thickness are of typical size, while gold is chosen for its free-electron character and is not a standard gate material in silicon memory manufacture. The field is high, 0.83 of an assumed rough breakdown field of 12 MV/cm. Real devices also break the assumption of a known, uniform field, because trapped charge changes F. From the formula, d ln J/d ln F = 2 + b ≈ 39, so a 1 per cent rise in field raises J by nearly half. A barrier lower by 0.1 eV raises it by a factor 3.9. These sensitivities, together with the choice of dispersion, limit an absolute prediction far more than the 2.6 per cent error of the leading-order integral. The numerical output below lists the main values with more digits.

Values computed for the example and the checks

```
INPUTS (rough typical values)
gold lattice constant: 0.408 nm
barrier height: 4.10 eV
emitter mass: 1.00 m0
oxide tunnelling mass: 0.42 m0
oxide field: 10.0 MV/cm
oxide thickness: 8.0 nm
optical relative permittivity: 2.15
oxide band gap: 9.0 eV
breakdown field: 12.0 MV/cm
erase pulse: 10.0 ms
trapped electron density: 1.0e+13 cm^-2
MAIN RESULT
electron density of gold: 58.90 nm^-3
Fermi energy: 5.520 eV
oxide voltage drop: 8.00 V
tunnelling distance at Fermi level: 4.10 nm
mass ratio m_e/m_x: 2.381
coefficient A: 8.9514e-07 A/V^2
coefficient B: 367.52 MV/cm
exponent b = B/F: 36.752
energy window d: 74.37 meV
prefactor A F^2: 8.9514e+07 A/cm^2
J, formula: 9.7909e-09 A/cm^2
J, Fermi-sphere sum: 9.5386e-09 A/cm^2
sum/formula: 0.97423
lower bound 1-1/b: 0.97279
measured power of field: 1.9749
measured power of barrier: -0.9624
measured power of emitter mass (m_t=m_e): 1.0000
measured power of oxide mass: -0.9875
charge injected in pulse: 9.539e-05 uC/cm^2
stored charge: 1.602 uC/cm^2
NEGLECTED EFFECTS (factors on the Fermi-sphere J)
isotropic oxide mass, J: 4.0062e-09 A/cm^2
isotropic oxide mass, factor: 0.4200
temperature 300 K, factor: 1.236
temperature 358 K, factor: 1.359
image-force barrier lowering: 0.818 eV
image-force exponent: 34.446
image force, factor: 9.83
wave matching at Fermi level, low-field limit: 1.921
wave matching, factor: 1.912
two-band exponent, same edge mass: 31.225
two-band oxide, factor: 472.1
image force and two-band together, factor: 1651.2
pulse charge with both: 1.575e-01 uC/cm^2
barrier lower by 0.1 eV, factor: 3.897
field/breakdown field: 0.833
```
